# Why an ion's projected range falls short of its path length: a program that tests the result

```python
# Result under test: the mean projected range Rp of an ion is shorter than its
# mean path length R because collisions turn it. With flight length l,
#   R(E) = l + <R(E')>,   Rp(E) = l + <cos(psi) Rp(E')>,
# where E' is the energy after one flight and collision, psi the laboratory
# deflection, and both ranges vanish below a stop energy.
# Symbols: mu = target mass / ion mass, x = energy transfer / ion energy,
# theta = centre-of-mass deflection, b = impact parameter, a = screening length.
# Model: amorphous Pt, universal ZBL potential, Lindhard-Scharff drag.
# Internal units: eV and nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid, quad
from scipy.ndimage import map_coordinates
from scipy.optimize import brentq
from scipy.special import k0

rng = np.random.default_rng(2024)
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE = const.physical_constants["Hartree energy in eV"][0]
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
V_BOHR = const.alpha * const.c
Z_PT, M_PT, DENSITY = 78, 195.084, 21.45
Z_O, M_O = 8, 15.999
N_ATOM = DENSITY / (M_PT * const.atomic_mass * 1e3) * 1e-21
FLIGHT = N_ATOM ** (-1 / 3)
B_MAX = 1 / np.sqrt(np.pi * N_ATOM * FLIGHT)
ZBL_C = np.array([0.18175, 0.50986, 0.28022, 0.02817])
ZBL_K = np.array([3.19980, 0.94229, 0.40290, 0.20162])


def screening(r):
    return sum(c * np.exp(-k * r) for c, k in zip(ZBL_C, ZBL_K))


def screening_slope(r):
    return sum(-c * k * np.exp(-k * r) for c, k in zip(ZBL_C, ZBL_K))


NODE, WEIGHT = np.polynomial.legendre.leggauss(40)
NODE, WEIGHT = (NODE + 1) / 2, WEIGHT / 2


def deflection(eps, beta):
    """Centre-of-mass angle; eps = reduced energy, beta = b/a."""
    eps, beta = np.broadcast_arrays(np.asarray(eps, float),
                                    np.asarray(beta, float))
    low, high = np.maximum(beta, 1e-8), beta + 1 / eps
    for _ in range(60):
        mid = (low + high) / 2
        inside = 1 - screening(mid) / (mid * eps) - (beta / mid) ** 2 < 0
        low, high = np.where(inside, mid, low), np.where(inside, high, mid)
    closest = (low + high) / 2
    total = np.zeros_like(closest)
    for w, weight in zip(NODE, WEIGHT):
        u = 1 - w * w
        radial = (1 - screening(closest / u) * u / (closest * eps)
                  - (beta * u / closest) ** 2)
        total += weight * 2 * w / np.sqrt(np.maximum(radial, 1e-16))
    return np.pi - 2 * beta / closest * total


def make_pair(z_ion, m_ion):
    """Parameters of one ion species in platinum."""
    mu = M_PT / m_ion
    a = ((9 * np.pi ** 2 / 128) ** (1 / 3) * BOHR
         / (z_ion ** 0.23 + Z_PT ** 0.23))
    speed_1ev = np.sqrt(2 * const.e / (m_ion * const.atomic_mass)) / V_BOHR
    drag = (N_ATOM * 8 * np.pi * z_ion ** (7 / 6) * Z_PT
            / (z_ion ** (2 / 3) + Z_PT ** (2 / 3)) ** 1.5
            * HARTREE * BOHR ** 2 * speed_1ev)
    return dict(mu=mu, a=a, drag=drag, xmax=4 * mu / (1 + mu) ** 2,
                eps=a * mu / ((1 + mu) * z_ion * Z_PT * COULOMB))


def cos_from_transfer(x, mu):
    x = np.minimum(x, 1 - 1e-13)
    return (1 - (1 + mu) * x / 2) / np.sqrt(1 - x)


def solve_ranges(pair, e_top, e_stop, drag_scale=1.0, n=500):
    """Solve the two linear range equations on a logarithmic energy grid."""
    log_e = np.linspace(np.log(e_stop), np.log(e_top), n)
    energy = np.exp(log_e)
    t, wt = np.polynomial.legendre.leggauss(100)
    b = B_MAX * (t + 1) / 2
    prob = wt / 2 * 2 * b / B_MAX
    drag_loss = drag_scale * pair["drag"] * np.sqrt(energy) * FLIGHT
    e_hit = (energy - drag_loss)[:, None]
    theta = deflection(pair["eps"] * e_hit, (b / pair["a"])[None, :])
    x = pair["xmax"] * np.sin(theta / 2) ** 2
    cos_psi = cos_from_transfer(x, pair["mu"])
    e_new = np.maximum(e_hit * (1 - x), 1e-12)
    place = (np.log(e_new) - log_e[0]) / (log_e[1] - log_e[0])
    alive = place >= 0
    cell = np.clip(np.floor(place).astype(int), 0, n - 2)
    frac = place - cell
    row = np.broadcast_to(np.arange(n)[:, None], cell.shape)
    answers = []
    for factor in (np.ones_like(cos_psi), cos_psi):
        move = np.zeros((n, n))
        weight = prob[None, :] * factor * alive
        np.add.at(move, (row, cell), weight * (1 - frac))
        np.add.at(move, (row, cell + 1), weight * frac)
        answers.append(np.linalg.solve(np.eye(n) - move,
                                       np.full(n, FLIGHT)))
    nuclear = (prob * x * e_hit).sum(axis=1) / FLIGHT
    inverse_turn = (1 - (prob * cos_psi).sum(axis=1)) / FLIGHT
    return dict(E=energy, R=answers[0], Rp=answers[1], Sn=nuclear,
                Se=drag_loss / FLIGHT, turn=inverse_turn)


def rotate(direction, cos_psi, sin_psi):
    """Turn unit vectors by psi about a random azimuth."""
    helper = np.zeros_like(direction)
    use_y = np.abs(direction[:, 0]) > 0.8
    helper[use_y, 1] = 1
    helper[~use_y, 0] = 1
    side = np.cross(direction, helper)
    side /= np.linalg.norm(side, axis=1)[:, None]
    other = np.cross(direction, side)
    phi = rng.uniform(0, 2 * np.pi, len(direction))[:, None]
    new = (cos_psi[:, None] * direction + sin_psi[:, None]
           * (np.cos(phi) * side + np.sin(phi) * other))
    return new / np.linalg.norm(new, axis=1)[:, None]


# Scattering integral against Newton's equation of motion.
for eps_test, beta_test in ((0.05, 1.0), (0.005, 4.0)):
    def motion(_, y):
        r = np.hypot(y[0], y[1])
        force = screening(r) / r ** 2 - screening_slope(r) / r
        return [y[2], y[3], force * y[0] / r, force * y[1] / r]
    v = np.sqrt(2 * eps_test)
    orbit = solve_ivp(motion, (0, 200 / v), [-80, beta_test, v, 0],
                      method="DOP853", rtol=1e-10, atol=1e-11)
    angle_newton = np.arctan2(orbit.y[3, -1], orbit.y[2, -1])
    assert abs(angle_newton - float(deflection(eps_test, beta_test))) < 1e-4

# Energy-transfer formula against centre-of-mass velocity addition.
oxygen, platinum = make_pair(Z_O, M_O), make_pair(Z_PT, M_PT)
angles = np.linspace(0.05, 3.0, 60)
for mu_test in (0.3, 1.0, oxygen["mu"]):
    x_test = 4 * mu_test / (1 + mu_test) ** 2 * np.sin(angles / 2) ** 2
    psi_test = np.arctan2(np.sin(angles), np.cos(angles) + 1 / mu_test)
    assert np.allclose(cos_from_transfer(x_test, mu_test),
                       np.cos(psi_test), atol=1e-9)

# Walk with independent deflections: explicit vectors against geometric sum.
walkers, flights = 100000, 12
choices = np.radians([10.0, 70.0])
g_toy = np.cos(choices).mean()
heading = np.tile([0.0, 0.0, 1.0], (walkers, 1))
toy_depth = np.zeros(walkers)
for _ in range(flights):
    toy_depth += heading[:, 2]
    psi = rng.choice(choices, walkers)
    heading = rotate(heading, np.cos(psi), np.sin(psi))
toy_formula = (1 - g_toy ** flights) / (1 - g_toy)
assert abs(toy_depth.mean() - toy_formula) < (
    5 * toy_depth.std() / np.sqrt(walkers))

# Many small deflections, constant stopping: product against 1/(1+kappa).
kappa_toy, pieces = 3.0, 20000
remaining = 1 - np.arange(pieces) / pieces
factors = 1 - kappa_toy / (pieces * remaining)
kappa_ratio = np.concatenate(([1.0], np.cumprod(factors[:-1]))).mean()
assert abs(kappa_ratio - 1 / (1 + kappa_toy)) < 1e-3

# Main deterministic solution for oxygen in platinum.
E_TOP, E_STOP = 5000.0, 50.0
main = solve_ranges(oxygen, E_TOP, E_STOP)
path, depth = main["R"][-1], main["Rp"][-1]

# Monte Carlo with explicit positions and directions.
ions = 30000
table_log_e = np.linspace(np.log(30.0), np.log(E_TOP), 90)
table_b = np.linspace(0, B_MAX, 240)
table = deflection(oxygen["eps"] * np.exp(table_log_e)[:, None],
                   (table_b / oxygen["a"])[None, :])
position, heading = np.zeros((ions, 3)), np.tile([0.0, 0.0, 1.0], (ions, 1))
energy, length = np.full(ions, E_TOP), np.zeros(ions)
escaped, active = np.zeros(ions, bool), np.arange(ions)
snapshots, step = [], 0
while len(active):
    position[active] += FLIGHT * heading[active]
    length[active] += FLIGHT
    escaped[active] |= position[active, 2] < 0
    e_hit = energy[active] - oxygen["drag"] * np.sqrt(energy[active]) * FLIGHT
    b_frac = np.sqrt(rng.random(len(active)))
    e_place = ((np.log(e_hit) - table_log_e[0])
               / (table_log_e[1] - table_log_e[0]))
    theta = map_coordinates(table, [e_place, b_frac * (len(table_b) - 1)],
                            order=1, mode="nearest")
    psi = np.arctan2(np.sin(theta), np.cos(theta) + 1 / oxygen["mu"])
    energy[active] = e_hit * (1 - oxygen["xmax"] * np.sin(theta / 2) ** 2)
    heading[active] = rotate(heading[active], np.cos(psi), np.sin(psi))
    active = active[energy[active] >= E_STOP]
    step += 1
    if step in (10, 20, 40) and len(active):
        snapshots.append((step * FLIGHT, heading[active, 2].mean(),
                          energy[active].mean(), len(active) / ions))
    assert step < 3000
mc_path, mc_depth = length.mean(), position[:, 2].mean()
se_path = length.std() / np.sqrt(ions)
se_depth = position[:, 2].std() / np.sqrt(ions)
# One percent allows for the finite energy grid and the angle table.
assert abs(mc_path - path) < 4 * se_path + 0.01 * path
assert abs(mc_depth - depth) < 4 * se_depth + 0.01 * depth
assert depth < 0.5 * path

# Continuous-slowing approximation; 20 percent allows for hard collisions.
stopping = main["Sn"] + main["Se"]
csda_path = np.trapezoid(1 / stopping, main["E"]) if hasattr(
    np, "trapezoid") else np.trapz(1 / stopping, main["E"])
memory = cumulative_trapezoid(main["turn"] / stopping, main["E"], initial=0)
csda_depth = cumulative_trapezoid(np.exp(memory - memory[-1]) / stopping,
                                  main["E"], initial=0)[-1]
assert abs(csda_path / path - 1) < 0.10
assert abs(csda_depth / depth - 1) < 0.20

# Mass contrast at the same ratio of stop energy to initial energy.
heavy = solve_ranges(platinum, 50000.0, 500.0)
heavy_ratio = heavy["Rp"][-1] / heavy["R"][-1]
assert heavy_ratio > 1.5 * depth / path

# Sizes of neglected or uncertain effects.
lower_stop = solve_ranges(oxygen, E_TOP, 10.0)
weak_drag = solve_ranges(oxygen, E_TOP, E_STOP, 0.5)
strong_drag = solve_ranges(oxygen, E_TOP, E_STOP, 1.5)
assert lower_stop["R"][-1] - path > abs(lower_stop["Rp"][-1] - depth)
row_spacing = (4 / N_ATOM) ** (1 / 3) / np.sqrt(2)


def row_potential(rho):
    return (2 * Z_O * Z_PT * COULOMB / row_spacing
            * np.sum(ZBL_C * k0(ZBL_K * rho / oxygen["a"])))


def pair_potential(z, rho):
    r = np.hypot(z, rho)
    return Z_O * Z_PT * COULOMB * screening(r / oxygen["a"]) / r


row_direct = 2 * quad(pair_potential, 0, 2.0, args=(0.05,),
                      limit=200)[0] / row_spacing
assert abs(row_direct / row_potential(0.05) - 1) < 1e-5
critical = brentq(lambda p: E_TOP * p * p - row_potential(p * row_spacing),
                  0.01, 1.5)

print(f"O mass {M_O} u, Pt mass {M_PT} u, ratio mu {oxygen['mu']:.3f}")
print(f"Pt density {DENSITY} g/cm3; atoms {N_ATOM:.2f} per nm3")
print(f"flight length {FLIGHT:.4f} nm; largest b {B_MAX:.4f} nm")
print(f"screening length O-Pt {oxygen['a']:.5f} nm")
print(f"largest energy fraction lost, O on Pt {oxygen['xmax']:.4f}")
x90 = 2 / (1 + oxygen["mu"])
print(f"energy fraction lost in a 90 degree turn {x90:.4f}")
print(f"toy walk: angles 10 and 70 deg, g {g_toy:.4f}")
print(f"toy path {flights} flights; depth formula {toy_formula:.3f}")
print(f"toy depth from vectors {toy_depth.mean():.3f} flights")
print(f"kappa {kappa_toy:.0f}: explicit Rp/R {kappa_ratio:.4f}")
print(f"initial energy {E_TOP:.0f} eV; stop energy {E_STOP:.0f} eV")
print(f"nuclear stopping at start {main['Sn'][-1]:.1f} eV/nm")
print(f"electronic stopping at start {main['Se'][-1]:.1f} eV/nm")
print(f"turning length lambda at start {1 / main['turn'][-1]:.2f} nm")
print(f"E/S at start {E_TOP / stopping[-1]:.2f} nm")
print(f"kappa at start {E_TOP * main['turn'][-1] / stopping[-1]:.2f}")
print(f"path length R, equations {path:.2f} nm")
print(f"projected range Rp, equations {depth:.2f} nm")
print(f"Rp/R {depth / path:.3f}; R/Rp {path / depth:.2f}")
print(f"R in atomic units {path / BOHR:.1f} bohr")
print(f"Rp in atomic units {depth / BOHR:.1f} bohr")
print(f"Monte Carlo ions {ions}")
print(f"Monte Carlo R {mc_path:.2f} +- {se_path:.2f} nm")
print(f"Monte Carlo Rp {mc_depth:.2f} +- {se_depth:.2f} nm")
print(f"mean net displacement "
      f"{np.linalg.norm(position, axis=1).mean():.2f} nm")
print(f"standard deviation of depth {position[:, 2].std():.2f} nm")
print(f"standard deviation of path {length.std():.2f} nm")
for travelled, cosine, mean_e, moving in snapshots:
    print(f"after {travelled:.2f} nm: <cos> {cosine:.3f}, "
          f"<E> {mean_e:.0f} eV, moving {moving:.3f}")
print(f"continuous approximation R {csda_path:.2f} nm")
print(f"continuous approximation Rp {csda_depth:.2f} nm")
for e_low in (1000.0, 2000.0):
    r_low = np.interp(e_low, main["E"], main["R"])
    p_low = np.interp(e_low, main["E"], main["Rp"])
    print(f"O at {e_low:.0f} eV: R {r_low:.2f} nm, Rp {p_low:.2f} nm")
print("Pt in Pt: initial 50000 eV, stop 500 eV")
print(f"Pt in Pt: R {heavy['R'][-1]:.2f} nm, Rp {heavy['Rp'][-1]:.2f} nm")
print(f"Pt in Pt: Rp/R {heavy_ratio:.3f}")
print(f"surface: fraction of O ions escaping {escaped.mean():.3f}")
print(f"surface: mean depth of retained O "
      f"{position[~escaped, 2].mean():.2f} nm")
print(f"surface: mean path of retained O {length[~escaped].mean():.2f} nm")
for label, case in (("stop at 10 eV", lower_stop),
                    ("electronic stopping x0.5", weak_drag),
                    ("electronic stopping x1.5", strong_drag)):
    print(f"{label}: R {case['R'][-1]:.2f} nm, Rp {case['Rp'][-1]:.2f} nm")
print(f"Pt close-packed row spacing {row_spacing:.4f} nm")
print(f"channelling critical angle, estimate {np.degrees(critical):.1f} deg")
print("done: every assertion held")
```

It prints:

```
O mass 15.999 u, Pt mass 195.084 u, ratio mu 12.194
Pt density 21.45 g/cm3; atoms 66.22 per nm3
flight length 0.2472 nm; largest b 0.1395 nm
screening length O-Pt 0.01080 nm
largest energy fraction lost, O on Pt 0.2802
energy fraction lost in a 90 degree turn 0.1516
toy walk: angles 10 and 70 deg, g 0.6634
toy path 12 flights; depth formula 2.949
toy depth from vectors 2.937 flights
kappa 3: explicit Rp/R 0.2500
initial energy 5000 eV; stop energy 50 eV
nuclear stopping at start 172.2 eV/nm
electronic stopping at start 119.6 eV/nm
turning length lambda at start 4.45 nm
E/S at start 17.13 nm
kappa at start 3.85
path length R, equations 26.46 nm
projected range Rp, equations 4.05 nm
Rp/R 0.153; R/Rp 6.53
R in atomic units 500.0 bohr
Rp in atomic units 76.5 bohr
Monte Carlo ions 30000
Monte Carlo R 26.48 +- 0.02 nm
Monte Carlo Rp 4.03 +- 0.03 nm
mean net displacement 9.32 nm
standard deviation of depth 5.45 nm
standard deviation of path 3.99 nm
after 2.47 nm: <cos> 0.558, <E> 4299 eV, moving 1.000
after 4.94 nm: <cos> 0.296, <E> 3635 eV, moving 1.000
after 9.89 nm: <cos> 0.073, <E> 2437 eV, moving 1.000
continuous approximation R 26.95 nm
continuous approximation Rp 3.74 nm
O at 1000 eV: R 9.45 nm, Rp 1.39 nm
O at 2000 eV: R 14.77 nm, Rp 2.14 nm
Pt in Pt: initial 50000 eV, stop 500 eV
Pt in Pt: R 9.10 nm, Rp 6.20 nm
Pt in Pt: Rp/R 0.681
surface: fraction of O ions escaping 0.338
surface: mean depth of retained O 6.84 nm
surface: mean path of retained O 26.92 nm
stop at 10 eV: R 28.14 nm, Rp 4.05 nm
electronic stopping x0.5: R 32.17 nm, Rp 4.20 nm
electronic stopping x1.5: R 22.47 nm, Rp 3.92 nm
Pt close-packed row spacing 0.2775 nm
channelling critical angle, estimate 12.3 deg
done: every assertion held
```
